# Exact Constraints in Legendre Fits of Meta-GGA Exchange

## 1. What scaling leaves free

We use Hartree atomic units. Exchange is an integral of the Coulomb kernel $1/r_{12}$ over normalized orbitals, so when all lengths are stretched by a factor $L$ it scales as $L^{-1}$, and an exchange energy per volume scales as $L^{-4}$, like $n^{4/3}$. Let this energy density depend on the density $n$, its gradient and the positive kinetic energy density $\tau=\frac12\sum_i|\nabla\phi_i|^2$. Rotational symmetry admits the gradient through $|\nabla n|$. The three ingredients scale as $L^{-3}$, $L^{-4}$ and $L^{-5}$, so they form two independent dimensionless numbers. For a spin-unpolarized density the form is therefore

$$E_x[n]=\int A_x n^{4/3}F(s,\alpha)\,d^3r,\qquad A_x=-\tfrac34\left(\tfrac3\pi\right)^{1/3},$$

$$s=\frac{|\nabla n|}{2(3\pi^2)^{1/3}n^{4/3}},\qquad \alpha=\frac{\tau-\tau_W}{\tau_u},$$

with $\tau_W=|\nabla n|^2/(8n)$ and $\tau_u=\frac3{10}(3\pi^2)^{2/3}n^{5/3}$. The constant $A_x$ is the known uniform-gas value, taken as input. Scaling says nothing about the enhancement factor $F$. Mapping both variables to $[-1,1]$, we expand it as

$$F=\sum_{m,n=0}^{M-1}a_{mn}P_m(t_s)P_n(t_\alpha),\qquad t_s=\frac{2s^2}{k+s^2}-1,\qquad t_\alpha=\frac{(1-\alpha^2)^3}{1+\alpha^3+\alpha^6}.$$

Here $k=0.804/\mu=6.5124$ and $\mu=10/81$. As an index, $n$ labels a polynomial; elsewhere it is the density. Since $F$ is linear in $a_{mn}$, so are its values, its derivatives and the exchange energy of any fixed set of orbitals. Three exact conditions thus become three rows of a linear system $Ca=d$.

The $\alpha$ map needs a closer look. In the numerator of $dt_\alpha/d\alpha$ the factor $(1-\alpha^2)^2$ comes out and leaves

$$-6\alpha(1+\alpha^3+\alpha^6)-(1-\alpha^2)(3\alpha^2+6\alpha^5)=-3\alpha(2+\alpha+\alpha^3+2\alpha^4).$$

This is negative for $\alpha>0$, so $t_\alpha$ falls monotonically from $1$ at $\alpha=0$ through $0$ at $\alpha=1$ towards $-1$. Near $\alpha=1$ we have $1-\alpha^2\approx-2(\alpha-1)$ while the denominator is 3, hence $t_\alpha\approx-\frac83(\alpha-1)^3$.

## 2. The uniform limit and the gradient coefficient

A uniform gas has $s=0$ and $\alpha=1$, so $t_s=-1$ and $t_\alpha=0$. With $P_m(-1)=(-1)^m$, the condition $F(0,1)=1$ reads

$$\sum_{mn}a_{mn}(-1)^mP_n(0)=1.$$

For a slowly varying density, exchange to second order is $\int A_xn^{4/3}(1+\mu s^2)\,d^3r$. The value $\mu=10/81$ is an input; it belongs to the form in which Laplacian terms have been integrated by parts. The same must be done for $F(s,\alpha)$, because $\alpha$ itself varies at second order.

The second-order expansion of the kinetic energy density, also taken as input, is

$$\tau=\tau_u+\frac{|\nabla n|^2}{72n}+\frac{\nabla^2n}{6}.$$

Let $p=\nabla^2n/[4(3\pi^2)^{2/3}n^{5/3}]$. The definition of $s$ gives $|\nabla n|^2=4(3\pi^2)^{2/3}n^{8/3}s^2$, so $\tau_W/\tau_u=\frac53s^2$. The gradient term in $\tau$ is one ninth of $\tau_W$ and contributes $\frac5{27}s^2$; the Laplacian term contributes $\frac46\cdot\frac{10}3p=\frac{20}9p$. Subtracting $\tau_W$,

$$\alpha-1=\left(\tfrac5{27}-\tfrac{45}{27}\right)s^2+\tfrac{20}9p=-\tfrac{40}{27}s^2+\tfrac{20}9p.$$

For periodic densities, or when surface terms vanish, integration by parts gives

$$\int n^{-1/3}\nabla^2n\,d^3r=\tfrac13\int n^{-4/3}|\nabla n|^2d^3r\quad\Rightarrow\quad\int n^{4/3}p\,d^3r=\tfrac13\int n^{4/3}s^2d^3r.$$

Under the integral $\alpha-1$ therefore acts as $(-\frac{40}{27}+\frac{20}{27})s^2=-\frac{20}{27}s^2$. Expanding $F$ to first order in $s^2$ and $\alpha-1$ yields the condition for any smooth $\alpha$ dependence:

$$\frac{\partial F}{\partial(s^2)}-\frac{20}{27}\frac{\partial F}{\partial\alpha}=\mu\quad\text{at }s=0,\ \alpha=1.$$

The triple zero of $t_\alpha$ removes the second term for the present basis. To differentiate the first, put $t=-1$ in Legendre's equation $(1-t^2)P_m''-2tP_m'+m(m+1)P_m=0$, which gives $P_m'(-1)=(-1)^{m+1}m(m+1)/2$. With $dt_s/d(s^2)=2k/(k+s^2)^2\to2/k$, the second row is

$$\frac1k\sum_{mn}a_{mn}(-1)^{m+1}m(m+1)P_n(0)=\mu.$$

The rule was tested on the orbitals of independent electrons in a weak cosine potential, at two long wavelengths with the leading error extrapolated away. The ratio of the $n^{4/3}$-weighted averages of $\alpha-1$ and $s^2$ is $-0.74074$, against $-20/27=-0.74074$. The factor $1+\mu s^2+0.2(1-\alpha)/(1+\alpha)$ has $\partial F/\partial\alpha=-0.1$ at $\alpha=1$. Its coefficient should be $0.12346+0.07407=0.19753$, as the orbitals give. Setting $\partial F/\partial(s^2)=\mu$ alone would miss the target by 60% for such a map.

The triple zero has a cost. Since $\alpha-1$ is of second order in gradients, $t_\alpha$ enters at sixth order. Through fourth order this $F$ contains $s^2$ and $s^4$ terms alone, so it cannot represent a separate dependence on $p$ there.

## 3. The hydrogen row

Exchange acts between electrons of equal spin, which gives $E_x[n_\uparrow,n_\downarrow]=\frac12E_x[2n_\uparrow]+\frac12E_x[2n_\downarrow]$. For hydrogen, with $n_\uparrow=e^{-2r}/\pi$ and no spin-down electron, only the first term survives. Exchange must cancel the Coulomb self-energy $5/16$ hartree, so the target is $-5/16$.

For one orbital $\phi$, $n=\phi^2$ gives $\tau_W=4\phi^2|\nabla\phi|^2/(8\phi^2)=\frac12|\nabla\phi|^2=\tau$. Doubling $n$ and $\tau$ preserves this equality, so $\alpha=0$, $t_\alpha=1$ and $P_n(1)=1$ everywhere. The doubled density has $|\nabla(2n)|=2(2n)$, hence

$$s=\frac1{[3\pi^2(2n)]^{1/3}}=\frac{e^{2r/3}}{(6\pi)^{1/3}}.$$

The third row is

$$\sum_{mn}a_{mn}h_m=-\frac5{16},\qquad h_m=2\pi A_x\left(\tfrac2\pi\right)^{4/3}\int_0^\infty r^2e^{-8r/3}P_m(t_s)\,dr.$$

For $m=0$ the integral is $2(3/8)^3=27/256$ and $h_0=-0.26804$ hartree, the local spin-polarized result. For $m=1$, write $t_s=2w-1$ with

$$w=\frac{s^2}{k+s^2}=\frac1{1+bz},\qquad z=e^{-4r/3},\qquad b=k(6\pi)^{2/3}=46.126.$$

Let $W$ be the average of $w$ with weight $r^2e^{-8r/3}$. Substituting $r=-\frac34\ln z$ gives $W=\frac{256}{27}\cdot\frac{27}{64}\int_0^1\frac{z\ln^2z}{1+bz}dz$. We then use $z/(1+bz)=[1-1/(1+bz)]/b$, $\int_0^1\ln^2z\,dz=2$ and

$$\int_0^1\frac{\ln^2z}{1+bz}dz=\sum_{j\ge0}\frac{2(-b)^j}{(j+1)^3}=-\frac2b\,\mathrm{Li}_3(-b).$$

The series holds for $b<1$; analytic continuation extends the closed form to the present $b$. The result is

$$W=\frac8b\left[1+\frac{\mathrm{Li}_3(-b)}b\right]=0.11441,\qquad h_1=h_0(2W-1)=0.20670\ \text{hartree}.$$

Direct quadrature passes the test against both closed forms.

A simple case shows what the third row adds. The factor $F=1+0.804\,w$, with no $\alpha$ dependence, obeys the first two conditions, since its slope is $0.804/k=\mu$. For hydrogen it gives $h_0(1+0.804W)=-0.2927$ hartree, 6.3% too weak. The $\alpha$ dependence can supply the missing exchange at $\alpha=0$ without disturbing $\alpha=1$.

The rows are independent for $M\ge2$. Suppose a combination with weights $c_1,c_2,c_3$ vanishes. Because $P_1(0)=0$, the column $m=0,n=1$ gives $c_3h_0=0$, so $c_3=0$. The columns with $n=0$ then give $c_1=0$ at $m=0$ and $c_2=0$ at $m=1$.

## 4. The constrained fit

Let $A_{i,mn}$ be the exchange energy of basis function $mn$ for atom $i$, divided by that atom's reference energy. A perfect fit has $Aa=\mathbf 1$. We minimize

$$J(a)=|Aa-\mathbf 1|^2+\lambda a^TRa\quad\text{subject to}\quad Ca=d.$$

The penalty is the integral of $(\mathcal L F)^2$ over the square, where $\mathcal L$ is the sum of the operators $-\frac{d}{dt}(1-t^2)\frac{d}{dt}$ in the two variables. Legendre products are its eigenfunctions, so $R$ is diagonal:

$$R_{mn,mn}=[m(m+1)+n(n+1)]^2\frac4{(2m+1)(2n+1)}.$$

Choose $a_p$ with $Ca_p=d$ and a matrix $Z$ whose columns span the null space of $C$. Every admissible vector is $a=a_p+Zy$. With $H=A^TA+\lambda R$, the gradient of $J$ is $2(Ha-A^T\mathbf 1)$, and setting its projection on $Z$ to zero gives

$$(Z^THZ)y=Z^T(A^T\mathbf 1-Ha_p).$$

The solution is unique for $\lambda>0$. If $y^TZ^THZy=0$, then $Zy$ has no roughness and is a multiple of the constant mode. That mode changes $F(0,1)$, so it is not in the null space, and $Zy=0$.

### The price of the constraints

Let $a_u=H^{-1}A^T\mathbf 1$ be the unconstrained minimizer, $r=d-Ca_u$ its violation and $S=CH^{-1}C^T$. With Lagrange multipliers $\eta$, stationarity reads $H(a-a_u)=C^T\eta$. Multiplying by $CH^{-1}$ gives $r=S\eta$, so

$$a=a_u+H^{-1}C^TS^{-1}r,\qquad J(a)-J(a_u)=(a-a_u)^TH(a-a_u)=r^TS^{-1}r.$$

The multiplier and null-space solutions agree in a test, as do the two values of the rise in $J$.

If the conditions were instead added to $J$ as a penalty $g|Ca-d|^2$, stationarity would read $H(a-a_u)=gC^Tv$ with remaining violation $v=d-Ca$. Multiplication by $CH^{-1}$ gives $r-v=gSv$, hence $v=(1+gS)^{-1}r$. This decays as $S^{-1}r/g$ and is nonzero at finite $g$ whenever $r\neq0$. The equality constraint is the limit $g\to\infty$, reached without the poor conditioning of a large weight.

## 5. A fit to nine atoms

The references are exchange energies of unrestricted Hartree–Fock determinants in the def2-TZVP basis. They contain no correlation, and the basis is finite. He, Be, N, Ne, Mg and Ar are fitted; Li, Na and P are held out. With $M=6$ there are 36 coefficients, of which the constraints leave 33 free, so six energies cannot fix the fit without the penalty. We take $\lambda=10^{-6}$.

The first two rows can be checked by hand from the printed coefficients. With $P_0(0)=1$, $P_2(0)=-\frac12$ and $P_4(0)=\frac38$, define $c_m=a_{m0}-\frac12a_{m2}+\frac38a_{m4}$. For $m=0,\dots,5$ this gives

$$c_m=1.0295,\ 0.0064,\ 0.0085,\ -0.0002,\ -0.0107,\ 0.0210.$$

The alternating sum is $1.000$. The gradient row, with unrounded $c_m$, is

$$\frac{0.013-0.051-0.003+0.215+0.630}{6.5124}=0.1235.$$

For hydrogen, the sums of $a_{mn}$ over $n$ are $1.1358$, $-0.0214$, $0.0179$, $-0.0431$, $0.0418$ and $-0.0235$. Multiplied by the $h_m$ and added, they give $-0.3125$ hartree, or $-8.504$ eV.

The gradient sum reveals a weakness. The terms $m=4$ and $m=5$, the most rapidly varying polynomials, supply 105% of the slope; the other terms together subtract 5%. The condition holds at $s=0$, but $F$ bends away quickly: $F(1,1)=1.040$, whereas $1+\mu s^2$ would give $1.123$. The unconstrained fit even has the coefficient $-0.076$. These figures depend on the numerical setting: a finer integration grid and larger basis sets move the unconstrained coefficient to between $-0.078$ and $-0.090$, the share of $m=4,5$ to between 104% and 108%, and $F(1,1)$ by up to $0.002$. The constraint fixes a derivative at one point, not the range over which the quadratic form is useful.

Without constraints $J=3.14\times10^{-7}$; imposing them adds $4.84\times10^{-7}$. The total, $7.97\times10^{-7}$, consists of $6(2.07\times10^{-4})^2=2.6\times10^{-7}$ from the energies and $10^{-6}\times0.540=5.4\times10^{-7}$ from roughness. Relative energy errors remain small: the root mean square is 0.021% for the fitted atoms and 0.023% for those held out, while the local functional errs by 8 to 14%. The constraints reduce the error only for Mg and Li; for the other seven atoms it grows. The held-out error of Li changes from $-0.052\%$ to $0.003\%$, but that of Na grows from $-0.015\%$ to $-0.035\%$. The last digits are not converged. With a finer grid and larger basis sets the held-out root mean square rises to 0.028%, the constrained errors of Li and Na become about $0.01\%$ and $-0.042\%$, the unconstrained error of Na about $-0.02\%$, and the two parts of $J$ shift by up to 6%. Mg and Li remain the only atoms that improve.

The choice of $\lambda$ matters. At $10^{-4}$ the errors are 0.10% fitted and 0.07% held out. At $10^{-8}$ the fitted error drops to 0.0005%, but the held-out error rises to 0.04% and the roughness to 1.39, which is overfitting. On a finer grid the held-out error at $10^{-8}$ is 0.047 to 0.048%, and the roughness lies between 1.38 and 1.45 depending on the basis. Three held-out atoms are too few to determine an optimum.

No inequality was imposed. Over the whole square $F$ runs from 0.994 to 1.283, so it dips below the uniform value. At $s=0$ it is not monotonic in $\alpha$: the values at $\alpha=0,1,3$ are 1.283, 1 and 1.114. The third decimal depends on grid and basis: the extremes move by up to $0.002$ and the value at $\alpha=3$ by up to $0.004$. Bounds on $F$ would need inequality constraints or a separate check.

## 6. Error ensembles on the constraint surface

An ensemble of functionals estimates how loosely the data determine the fit. Weighting admissible vectors by $\exp(-J/2T)$ gives a Gaussian in $y$ with covariance $T(Z^THZ)^{-1}$, and hence

$$\mathrm{cov}(a)=T\,Z(Z^THZ)^{-1}Z^T.$$

Since $CZ=0$, every member obeys the three conditions. We choose $T$ so that the summed predicted variances of the fitted atoms equal their summed squared relative errors. The predicted spreads are then about 0.02% for all nine atoms. For Na the actual error is 1.7 times the spread (about 2 times in larger basis sets), and for the fitted N atom it is 2.1 times.

Without projection the covariance is $TH^{-1}$, and the variance of the hydrogen energy is $T$ times the corresponding diagonal element of $S$. At the same $T$ this is a spread of $1.2\times10^{-3}$ hartree, or 0.4%, for an energy known exactly. With projection it falls to rounding level. The ensemble measures freedom within the chosen basis and penalty; errors common to all its members remain invisible.

## 7. Reading the constraints from published functionals

The same rows can diagnose an existing functional once its factor is projected on Legendre products, here with eight polynomials per variable. For mBEEF the expansion reproduces the factor to rounding error. Its values are $F(0,1)=1.037$, gradient coefficient $0.0967$ and hydrogen exchange $-0.3207$ hartree. Relative to the exact conditions these are 3.7% high, 22% low and 2.6% too strong.

For MCML the projection gives $1.004$, $0.118$ and $-0.3131$ hartree, but the expansion misses the evaluated factor by up to $6\times10^{-3}$ at the sampled points. The departure of $F(0,1)$ from 1 is smaller than this misfit, and a small misfit in value does not bound the error of a slope. These numbers therefore cannot decide how well MCML obeys the conditions. Evaluating its factor directly, without the expansion, does: it gives $1.0000$, $0.1235$ and $-0.3125$ hartree, so MCML meets all three conditions to the digits shown, and the deviations above come from the projection: MCML is an exact eight-by-eight Legendre product in a different $\alpha$ map, with denominator $1+\alpha^3+4\alpha^6$, which the present basis does not reproduce at this order. A projection must reproduce the factor before its constraint values are read as properties of the functional. The projected values are in the numerical output.

## Table of computed values

```
k = 6.5124, mu = 0.123457, coefficients: 36
cubic coefficient of t_alpha at alpha=1: -2.666667
h_m (hartree): -0.268037 0.206703 -0.124760 0.052153 0.001075 -0.033313
polylog argument b = 46.1256, mean W = 0.114414
H Coulomb self-energy: 0.312500 hartree
coefficients a_mn, one line per m, n = 0..5:
  1.05808  -0.00022   0.05816   0.01373   0.00133   0.00472
 -0.01711   0.04400  -0.04444  -0.00450   0.00357  -0.00288
  0.01541   0.01592   0.00908  -0.01169  -0.00644  -0.00436
 -0.00846  -0.03993  -0.01204   0.00940   0.00592   0.00206
  0.00353   0.03148   0.01936  -0.00533  -0.01224   0.00496
  0.00056  -0.01823  -0.02444   0.00456   0.02190  -0.00789
fit: F(0,1), gradient coefficient, E_x(H) in hartree
 constrained: 1.000000 0.123457 -0.312500
 free: 1.034038 -0.075807 -0.311076
constrained E_x(H) = -8.5036 eV
H in def2-QZVP: HF -0.312505, fit -0.312507 hartree
J free 3.1362e-07, J rise 4.8363e-07
atom: E_x HF, E_x fit (hartree); errors local, fit, free; spread (%)
 He -1.02616 -1.02618 -13.830 0.0021 0.0004 0.0221
 Be -2.66674 -2.66714 -13.293 0.0148 0.0037 0.0212
 N  -6.60671 -6.60428 -10.686 -0.0368 -0.0126 0.0177
 Ne -12.10959 -12.11334 -8.881 0.0309 0.0157 0.0201
 Mg -15.99337 -15.99236 -8.638 -0.0063 -0.0071 0.0211
 Ar -30.18637 -30.18627 -7.695 -0.0003 -0.0000 0.0218
 Li -1.78130 -1.78136 -13.661 0.0032 -0.0522 0.0224
 Na -14.01595 -14.01104 -8.780 -0.0350 -0.0146 0.0209
 P  -22.64212 -22.63793 -8.168 -0.0185 0.0001 0.0214
lambda: rms error fitted, held out (%); roughness
 1e-04: 0.1015 0.0709 0.1112
 1e-06: 0.0207 0.0229 0.5396
 1e-08: 0.0005 0.0408 1.3882
E_x(H) spread, unprojected ensemble: 1.204e-03 hartree
E_x(H) spread, projected: 1.1e-16 hartree
cosine gas <alpha-1>/<s^2>: -0.74074, rule -0.74074
cosine gas gradient coefficient, fitted F: 0.123457
 with 0.2(1-alpha)/(1+alpha): 0.19753, rule 0.19753
published: F(0,1), gradient coeff., E_x(H) (hartree), misfit
 mBEEF: 1.03715 0.09666 -0.32074 1.4e-14
 MCML: 1.00372 0.11778 -0.31309 6.0e-03
N with mBEEF: libxc -6.810768, own -6.810768 hartree
F range on the whole square: 0.9937 to 1.2834
F(s=0, alpha=0) = 1.28340
F(s=1, alpha=0) = 1.12686
F(s=1, alpha=1) = 1.03990
F(s=2, alpha=1) = 1.01548
F(s=0, alpha=3) = 1.11391
```
